# The Rath-Freeman formula: averaging 1/D over a tetrahedron

## 1. A line segment

Let an energy denominator $D$ vary linearly along a segment from $D_1$ to $D_2>D_1$. Equal lengths correspond to equal steps in $D$, so for end values of one sign

$$\langle 1/D\rangle=\frac{1}{D_2-D_1}\int_{D_1}^{D_2}\frac{dx}{x}=\frac{\ln|D_1|}{D_1-D_2}+\frac{\ln|D_2|}{D_2-D_1}.$$

If $D_1<0<D_2$ the integral does not exist. Remove the interval $|x|<\varepsilon$. The left piece gives $\ln(\varepsilon/|D_1|)$ and the right piece gives $\ln(D_2/\varepsilon)$. The two $\ln\varepsilon$ cancel and the same expression results. The cancellation needs weight on both sides of the pole: if $D_1=0$ only $\ln(D_2/\varepsilon)$ is present, and it diverges. The tetrahedron repeats this pattern with three integrations in place of one, and the part of the end point is played by a face.

## 2. Reduction to the vertex values

Let $T$ be a tetrahedron in $\mathbf k$ space with vertices $\mathbf k_1,\dots,\mathbf k_4$ and volume $V>0$. Let $D(\mathbf k)$ be real and linear (a constant plus $\nabla D\cdot\mathbf k$), with vertex values $D_i$. Define

$$\langle f\rangle=\frac1V\int_T f(D(\mathbf k))\,d^3k,\qquad \Pi_i=\prod_{j\ne i}(D_i-D_j).$$

Each point of $T$ is $\mathbf k=\sum_i\lambda_i\mathbf k_i$ with $\lambda_i\ge0$ and $\sum_i\lambda_i=1$, and linearity gives $D=\sum_i\lambda_iD_i$. The map from $(\lambda_1,\lambda_2,\lambda_3)$ to $\mathbf k$ has the constant Jacobian $|\det(\mathbf k_1-\mathbf k_4,\mathbf k_2-\mathbf k_4,\mathbf k_3-\mathbf k_4)|=6V$. Hence

$$\langle f\rangle=6\int f\Big(\sum_i\lambda_iD_i\Big)\,d\lambda_1d\lambda_2d\lambda_3, \tag{1}$$

which does not depend on the shape of $T$.

## 3. Three integrations

Take distinct $D_i$ and a bounded, piecewise continuous $f$, real or complex. Let $F'''=f$ with $F''$ continuous. Write $J_n(\dots)$ for the integral of $F^{(n)}(\sum\lambda_iD_i)$ over the simplex with $n+1$ weights, so that $\langle f\rangle=6J_3$.

Fix $\lambda_1,\lambda_2$, put $\mu=1-\lambda_1-\lambda_2$ and $c=\lambda_1D_1+\lambda_2D_2$. The argument $c+\lambda_3D_3+(\mu-\lambda_3)D_4$ has slope $D_3-D_4$ in $\lambda_3$, so

$$\int_0^\mu F'''\,d\lambda_3=\frac{F''(c+\mu D_3)-F''(c+\mu D_4)}{D_3-D_4}.$$

The weights $(\lambda_1,\lambda_2,\mu)$ span a triangle, so the remaining integrals are of type $J_2$. The same step applies twice more:

$$J_3=\frac{J_2(D_1,D_2,D_3)-J_2(D_1,D_2,D_4)}{D_3-D_4},\quad J_2(a,b,c)=\frac{J_1(a,b)-J_1(a,c)}{b-c},\quad J_1(a,b)=\frac{F(a)-F(b)}{a-b}.$$

In $J_2$ the coefficient of $F(a)$ is $\frac{1}{b-c}\big[\frac1{a-b}-\frac1{a-c}\big]=\frac{1}{(a-b)(a-c)}$, since the bracket has numerator $b-c$. That of $F(b)$ is $-\frac{1}{(a-b)(b-c)}=\frac1{(b-a)(b-c)}$, and that of $F(c)$ is $\frac{1}{(a-c)(b-c)}=\frac1{(c-a)(c-b)}$. In $J_3$ the coefficient of $F(D_1)$ is

$$\frac{1}{(D_1-D_2)(D_3-D_4)}\Big[\frac1{D_1-D_3}-\frac1{D_1-D_4}\Big]=\frac1{\Pi_1},$$

and likewise $1/\Pi_2$ for $F(D_2)$. $F(D_3)$ occurs only in the first $J_2$ and carries $1/\Pi_3$ directly. $F(D_4)$ occurs only in the second, with $-1/[(D_3-D_4)(D_4-D_1)(D_4-D_2)]=1/\Pi_4$. The result is the Hermite-Genocchi formula,

$$\langle F'''\rangle=6\sum_i\frac{F(D_i)}{\Pi_i}. \tag{2}$$

For $F=1,x,x^2$ the left side is zero, and for $F=x^3$ it is 6. Therefore

$$\sum_i\frac{D_i^n}{\Pi_i}=0\quad(n=0,1,2),\qquad\sum_i\frac{D_i^3}{\Pi_i}=1. \tag{3}$$

Any quadratic polynomial may be added to $F$ without effect.

## 4. The formula without a pole

Take $F=\tfrac12x^2\ln|x|$. Then $F'=x\ln|x|+\tfrac x2$, $F''=\ln|x|+\tfrac32$ and $F'''=1/x$. When all $D_i$ have one sign, $1/D$ is bounded on $T$ and (2) gives

$$\langle 1/D\rangle=3\sum_{i=1}^4\frac{D_i^2\ln|D_i|}{\Pi_i}. \tag{4}$$

The logarithm of an energy is harmless. A change of unit adds one constant to all four logarithms, and that constant multiplies $\sum D_i^2/\Pi_i=0$.

## 5. The principal value

Let $D$ reach zero in $T$. Define $f_\varepsilon(x)=1/x$ for $|x|>\varepsilon$ and $0$ otherwise. This removes a slab centred on the plane $D=0$. The principal value is $P\langle1/D\rangle=\lim_{\varepsilon\to0}\langle f_\varepsilon\rangle$. Since $f_\varepsilon$ is bounded, (2) applies.

The function $F_\varepsilon''=\ln\max(|x|,\varepsilon)+\tfrac32$ is continuous and has derivative $f_\varepsilon$. The difference $\Delta=F_\varepsilon-F$ has $\Delta''=\ln(\varepsilon/|x|)$ inside the slab and $0$ outside. Fix the constants by $\Delta(0)=\Delta'(0)=0$, so that $\Delta$ is even. For $0<x\le\varepsilon$, $\Delta'=x\ln(\varepsilon/x)+x$, which rises to $\varepsilon$ at $x=\varepsilon$ and stays there. Integrating, $\Delta(\varepsilon)=\varepsilon^2/4+\varepsilon^2/2$, and for $|x|\ge\varepsilon$

$$\Delta=\tfrac34\varepsilon^2+\varepsilon(|x|-\varepsilon)=\varepsilon|x|-\tfrac14\varepsilon^2 .$$

The constant drops out by (3). For $\varepsilon$ below every $|D_i|$ the cut average is therefore exactly

$$\langle f_\varepsilon\rangle=3\sum_i\frac{D_i^2\ln|D_i|}{\Pi_i}+6\varepsilon\sum_i\frac{|D_i|}{\Pi_i}. \tag{5}$$

The last term vanishes as $\varepsilon\to0$. If one $D_i$ is zero, (5) does not apply as written, but $|\Delta'|\le\varepsilon$ gives $|\Delta(x)|\le\varepsilon|x|$ for every $x$, so the correction still vanishes. For distinct $D_i$ of any signs, (4) thus holds as a principal value, with $D^2\ln|D|$ read as $0$ at $D=0$. This is the Rath-Freeman formula.

## 6. The density of D values

Apply (2) to the step $f(t)=\theta(t-x)$, with $F=(t-x)_+^3/6$, where $y_+=\max(y,0)$. The fraction of $T$ with $D>x$ is $\sum_i(D_i-x)_+^3/\Pi_i$, and minus its derivative is the density

$$g(x)=\langle\delta(D-x)\rangle=3\sum_i\frac{(D_i-x)_+^2}{\Pi_i}. \tag{6}$$

The planes $D=x$ and $D=x+dx$ lie $dx/|\nabla D|$ apart, so $g(x)$ is also the area of the section $D=x$ divided by $V|\nabla D|$. In terms of $g$,

$$\langle f_\varepsilon\rangle=\int_\varepsilon^\infty\frac{g(x)-g(-x)}{x}\,dx .$$

For distinct $D_i$, $g$ is piecewise quadratic with a continuous slope. The numerator is of order $x$ and the integral converges, for the reason seen on the segment: equal weight just above and just below the pole.

The symmetry of the cut is part of the definition. Removing $-\varepsilon<D<c\varepsilon$ with $c>1$ takes away in addition $\int_\varepsilon^{c\varepsilon}g\,dx/x\to g(0)\ln c$.

The damped denominator gives the same real part. For $\eta>0$ the function $\tfrac12(x+i\eta)^2\,\mathrm{Log}(x+i\eta)$ is smooth for real $x$, because $x+i\eta$ never meets the cut of the principal logarithm, and its third derivative is $1/(x+i\eta)$. As $\eta\to0^+$, $\mathrm{Log}(D_i+i\eta)\to\ln|D_i|+i\pi\theta(-D_i)$. The imaginary part of (2) becomes $3\pi\sum_{D_i<0}D_i^2/\Pi_i$, which by (3) equals $-3\pi\sum_{D_i>0}D_i^2/\Pi_i=-\pi g(0)$. Thus

$$\Big\langle\frac1{D+i\eta}\Big\rangle\to P\langle1/D\rangle-i\pi g(0).$$

The average of a single shifted denominator, $1/(D+\hbar\omega+i\eta)$, follows by replacing every $D_i$ by $D_i+\hbar\omega$.

## 7. One tetrahedron in numbers

Take the model values $D_i=(-0.3,\,0.1,\,0.2,\,0.5)\,E_F$, with $E_F$ as the energy unit. The first product is $\Pi_1=(-0.4)(-0.5)(-0.8)=-0.160\,E_F^3$, and the others are $0.016$, $-0.015$ and $0.096\,E_F^3$. The first term of (4) is $3(0.09)(-1.203973)/(-0.160)=2.031704$, and the sum is

$$P\langle1/D\rangle=(2.031704-4.317347+12.875503-5.415212)/E_F=5.174648/E_F .$$

The inverse of the mean value is $8/E_F$, so for this tetrahedron sampling $1/D$ at the centroid is far from the principal value. The one negative vertex gives $g(0)=-3(0.09)/(-0.160)=1.6875/E_F$ and an imaginary part $-5.3014/E_F$. By (3), $\sum|D_i|/\Pi_i=\sum(|D_i|-D_i)/\Pi_i=2|D_1|/\Pi_1$, so a cut at $\varepsilon=0.05E_F$ adds $6(0.05)(0.6)/(-0.160)=-1.125/E_F$ and gives $4.049648/E_F$. The asymmetric cut with $c=2$ shifts the limit by $-1.1697/E_F$, to $4.005/E_F$. The numerical check obtains these values from section areas of actual tetrahedra.

## 8. Coincident values

Expression (4) is $0/0$ when two $D_i$ coincide. The cut average is continuous in the $D_i$ as long as $D$ is not constant, since $f_\varepsilon$ is bounded and jumps only on two planes. So the limit may be taken in (2) with $F_\varepsilon$, which has two continuous derivatives.

For $(a,b,c,d)$ with $b\to a$, the first two terms are $[\varphi(a)-\varphi(b)]/(a-b)\to\varphi'(a)$ with $\varphi=F/[(x-c)(x-d)]$. This gives

$$6\Big\{\frac{F'(a)}{(a-c)(a-d)}-\frac{F(a)\big[\frac1{a-c}+\frac1{a-d}\big]}{(a-c)(a-d)}+\frac{F(c)}{(c-a)^2(c-d)}+\frac{F(d)}{(d-a)^2(d-c)}\Big\}.$$

Letting $d\to c$, the last two terms tend in the same way to the derivative of $F/(x-a)^2$ at $c$, and for $(a,a,c,c)$

$$6\Big\{\frac{F'(a)+F'(c)}{(a-c)^2}-\frac{2[F(a)-F(c)]}{(a-c)^3}\Big\}.$$

For three values tending to $a$, their terms form the $J_2$ of $\varphi=F/(x-d)$, which tends to $\varphi''(a)$ times the area $\tfrac12$ of the weight triangle. With $\varphi''=F''/(x-d)-2F'/(x-d)^2+2F/(x-d)^3$, the case $(a,a,a,d)$ gives

$$6\Big\{\frac{F''(a)}{2(a-d)}-\frac{F'(a)}{(a-d)^2}+\frac{F(a)-F(d)}{(a-d)^3}\Big\}.$$

Four equal values $a\neq0$ give $1/a$.

As $\varepsilon\to0$, $\Delta$ and $\Delta'$ vanish everywhere, so the first two forms hold with $F$ for any values, zero included. An edge lying in $D=0$ is harmless. With $F(0)=F'(0)=0$ the first form gives $3\ln|d/c|/(d-c)$ for $(0,0,c,d)$, and $(0,0,0.5,2)E_F$ yields $2\ln4/E_F=2.7726/E_F$. The third form contains $F_\varepsilon''(a)$, which equals $F''(a)$ once $\varepsilon<|a|$ but is $\ln\varepsilon+\tfrac32$ at $a=0$.

## 9. Where finiteness fails

Let a whole face lie in $D=0$, with values $(0,0,0,a)$ and $a>0$. The part with $D>x$ is a similar tetrahedron of linear scale $1-x/a$, so $g=3(1-x/a)^2/a$ for $0<x<a$ and $g=0$ for $x<0$. The density jumps at the pole. Expanding the square,

$$\langle f_\varepsilon\rangle=\frac3a\int_\varepsilon^a\Big(\frac1x-\frac2a+\frac{x}{a^2}\Big)dx=\frac3a\Big[\ln\frac a\varepsilon-2\Big(1-\frac\varepsilon a\Big)+\frac12\Big(1-\frac{\varepsilon^2}{a^2}\Big)\Big].$$

For $a=2E_F$ the values at $\varepsilon=10^{-2},10^{-3},10^{-4}E_F$ are $5.712$, $9.153$ and $12.605$ in $1/E_F$, growing without limit. The principal value of one tetrahedron is finite unless three vertex values vanish. If all four vanish, $D\equiv0$ and $1/D$ has no meaning.

The neighbour across the face can cancel the divergence. Let the face have area $A$. A linear function that vanishes on the face depends only on the distance from it, so apex values $a$ and $-b$ at heights $h_\pm$ satisfy $a=s_+h_+$, $b=s_-h_-$, with slopes $s_\pm=|\nabla D|$. The volumes are $Ah_\pm/3$, so $3V_+/a=A/s_+$ and $3V_-/b=A/s_-$, and the two integrals add to

$$\frac A{s_+}\Big[\ln\frac a\varepsilon-\frac32\Big]-\frac A{s_-}\Big[\ln\frac b\varepsilon-\frac32\Big]+O(\varepsilon).$$

For equal slopes the limit is $(A/s)\ln(a/b)$. With $A=0.5k_F^2$, heights $2k_F$ and $0.5k_F$ and $s=E_F/k_F$, where $k_F$ is the wave-vector unit, this is $0.6931\,k_F^3/E_F$. A piecewise linear interpolant of a curved $D$ has in general different slopes on the two sides, and a term $A(1/s_+-1/s_-)\ln(1/\varepsilon)$ survives. With slopes 1 and 2 in $E_F/k_F$ the sum moves from $2.8498$ to $3.4255\,k_F^3/E_F$ between $\varepsilon=10^{-5}$ and $10^{-6}E_F$. If $D$ has the same sign on both sides, the logarithms add.

## 10. Nearly equal values

Let the $D_i$ be spaced by about $s\ll|\bar D|$ around a mean $\bar D$, with $|\bar D|$ not close to the energy unit. Each term of (4) is then of order $\bar D^2\ln|\bar D|/s^3$ while the sum is near $1/\bar D$. (If $\bar D$ is itself the energy unit, the logarithms are of order $s$ and the terms grow only like $1/s^2$.) Rounding errors of fixed relative size in the terms then give an absolute error growing like $1/s^3$, in order of magnitude. For $D=[2+s(0,1,2,4)]E_F$ in double precision the absolute errors against quadrature are $2.4\times10^{-13}$, $6.4\times10^{-7}$ and $0.17$ in $1/E_F$ at $s=10^{-1},10^{-3},10^{-5}$.

The remedy is an expansion in $\delta=D-\bar D=\sum\lambda_i\delta_i$, where $\sum\delta_i=0$. By symmetry $\langle\lambda_i\rangle=\tfrac14$, so $\langle\delta\rangle=0$. The weight $\lambda_1$ has vertex values $(1,0,0,0)$ and density $3(1-x)^2$, so $\langle\lambda_1^2\rangle=3\int_0^1x^2(1-x)^2dx=\tfrac1{10}$. From $\langle\lambda_1\sum_j\lambda_j\rangle=\tfrac14=\tfrac1{10}+3\langle\lambda_1\lambda_2\rangle$ follows $\langle\lambda_1\lambda_2\rangle=\tfrac1{20}$. Then $\langle\delta^2\rangle=\tfrac1{20}[(\sum\delta_i)^2+\sum\delta_i^2]$, whose first term is zero. Averaging $1/(\bar D+\delta)=1/\bar D-\delta/\bar D^2+\delta^2/\bar D^3-\dots$ for $|\delta_i|\ll|\bar D|$ gives

$$\langle1/D\rangle=\frac1{\bar D}+\frac{\sum_i\delta_i^2}{20\bar D^3}+O(\delta^3/\bar D^4).$$

Its absolute errors in the three cases are $3.1\times10^{-6}$, $5.8\times10^{-12}$ and $3.9\times10^{-16}$ in $1/E_F$. The last figure is rounding noise: the neglected term scales as $s^3$, which from the second case gives about $6\times10^{-18}$.

## 11. The static response function

Take independent electrons at $T=0$ in plane waves of energy $E_{\mathbf k}=\hbar^2k^2/2m$, volume $\Omega$, two spin states and occupation $f_{\mathbf k}$. A potential energy $U(e^{i\mathbf q\cdot\mathbf r}+e^{-i\mathbf q\cdot\mathbf r})$ with small real $U$ admixes $\mathbf k\pm\mathbf q$ into $\mathbf k$ with first-order amplitudes $U/(E_{\mathbf k}-E_{\mathbf k\pm\mathbf q})$. In $\delta n=2\sum f_{\mathbf k}(\psi^*\delta\psi+\text{c.c.})$ the factor $e^{i\mathbf q\cdot\mathbf r}$ arises from the $+\mathbf q$ admixture and from the conjugate of the $-\mathbf q$ admixture. Its coefficient is $\chi_0U$. Relabelling $\mathbf k\to\mathbf k+\mathbf q$ in the second contribution,

$$\chi_0(\mathbf q)=\frac2\Omega\sum_{\mathbf k}\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{E_{\mathbf k}-E_{\mathbf k+\mathbf q}},\qquad D=E_{\mathbf k+\mathbf q}-E_{\mathbf k}=\frac{\hbar^2}{2m}(2\mathbf k\cdot\mathbf q+q^2).$$

Pairs with both states occupied cancel in the numerator. For $q<2k_F$ the integrand is singular only on the ring where $D=0$ meets the Fermi sphere. At distance $r$ from the ring, inside the wedges where the numerator is nonzero, it grows like $1/r$ against an area element $r\,dr$, so removing $|D|<\varepsilon$ costs nothing in the limit. With that cut the two terms may be separated. The substitution $\mathbf k\to-\mathbf k-\mathbf q$ turns $D$ into $-D$ and $f_{\mathbf k+\mathbf q}$ into $f_{\mathbf k}$ and preserves the cut, so the terms are equal:

$$\chi_0=-4\int\frac{d^3k}{(2\pi)^3}\,f_{\mathbf k}\,P\frac1D=-\frac{4}{(2\pi)^3}\sum_TV_T\,P\langle1/D\rangle_T ,$$

with $T$ running over tetrahedra that fill the occupied region.

The exact value follows by slicing. With $k$ in $k_F$, energy in $E_F=\hbar^2k_F^2/2m$, $z$ along $\mathbf q$ and $z_0=q/2$, a sphere of radius $R$ gives $\frac{\pi}{2q}P\!\int_{-R}^R\frac{R^2-z^2}{z+z_0}dz$. Write $R^2-z^2=(R^2-z_0^2)-(z+z_0)(z-z_0)$. The first part is the segment integral of section 1 and the second contributes $2Rz_0$. With $y=q/2R$,

$$\int_{k<R}P\frac{d^3k}{D}=\pi R\,L(y),\qquad L(y)=\frac12+\frac{1-y^2}{4y}\ln\Big|\frac{1+y}{1-y}\Big| .$$

Setting $R=1$ and restoring the unit $k_F^3/E_F=2mk_F/\hbar^2$ gives the Lindhard result $\chi_0=-(mk_F/\pi^2\hbar^2)L(q/2k_F)$. As $y\to0$ the logarithm tends to $2y$ and $L\to1$. In the random phase approximation, a mean-field closure, the induced density adds the potential energy $(4\pi e^2/q^2)\delta n$ in Gaussian units and $\delta n$ responds to the total, so $\epsilon(q)=U_{\rm ext}/U_{\rm tot}=1-4\pi e^2\chi_0/q^2$.

## 12. Cutting at the Fermi surface

On a mesh, $E_{\mathbf k}$ is interpolated linearly in each tetrahedron. Order the vertices by energy. An edge $ij$ crosses the Fermi level at $\mathbf p_{ij}=\mathbf k_i+t(\mathbf k_j-\mathbf k_i)$ with $t=(E_F-E_i)/(E_j-E_i)$, where $D=D_i+t(D_j-D_i)$. One occupied vertex leaves the tetrahedron $(\mathbf k_1,\mathbf p_{12},\mathbf p_{13},\mathbf p_{14})$. Two leave a prism with corners $r_1,\dots,r_6=(\mathbf k_1,\mathbf p_{13},\mathbf p_{14},\mathbf k_2,\mathbf p_{23},\mathbf p_{24})$, and three leave the prism $(\mathbf k_1,\mathbf k_2,\mathbf k_3,\mathbf p_{14},\mathbf p_{24},\mathbf p_{34})$. In both, $r_1r_2r_3$ and $r_4r_5r_6$ are the end triangles. Removing $r_1r_2r_3r_4$ leaves a pyramid with apex $r_4$ and base $r_2r_3r_6r_5$, which the diagonal $r_3r_5$ splits into $r_2r_3r_4r_5$ and $r_3r_4r_5r_6$. Formula (4) is applied to each piece.

The mesh has cubes of side $h$, each divided into six tetrahedra, one for each order of taking unit steps along the three axes from one corner to the opposite one. For free electrons $D$ is exactly linear, so apart from rounding the only error is the position of the Fermi surface. Write $k_i=h(m_i+u_i)$ with integer $m_i$ and $0\le u_i\le1$. At every vertex $u_i^2=u_i$, so the interpolant of $u_i^2$ is $u_i$, and $k^2$ is overestimated by $h^2\sum_iu_i(1-u_i)$. If the Fermi surface samples the $u_i$ uniformly, each term averages $\tfrac16$ and the occupied region acts as a sphere with $R^2=1-h^2/2$. The predicted relative errors are $R^3-1$ for the volume and $R\,L(q/2R)/L(q/2)-1$ for $\chi_0$, both of order $h^2$ for $q\neq2k_F$. At $q=2k_F$ the slope of $L$ is logarithmically infinite. There $y=1/R\approx1+h^2/4$ gives $L(y)-\tfrac12\approx-\tfrac{h^2}{8}\ln(8/h^2)$, and with $R-1\approx-h^2/4$ the predicted error of $\chi_0$ becomes $-\tfrac{h^2}{4}[1+\ln(8/h^2)]$.

## 13. The electron gas in numbers

Choose the model density $r_s=4$. From $n=k_F^3/3\pi^2=3/(4\pi r_s^3a_0^3)$ with $a_0=\hbar^2/me^2=5.291772\times10^{-9}$ cm, $k_F=(9\pi/4)^{1/3}/r_sa_0=9.066709\times10^7\ \mathrm{cm^{-1}}$ and $E_F=5.018023\times10^{-12}$ erg. In this unit the result of section 7 is $5.174648/E_F=1.031212\times10^{12}\ \mathrm{erg^{-1}}$. Take $q=k_F$ along $(0.7385,0.4034,0.5403)$. All three components are positive, so $D$ rises at every step of a path and the four values of an uncut tetrahedron are distinct.

The exact values are $L(\tfrac12)=\tfrac12+\tfrac38\ln3=0.911980$ and

$$\chi_0=-(7.524655\times10^{33})(0.911980)=-6.86233\times10^{33}\ \mathrm{erg^{-1}cm^{-3}},$$

which is $-1.09947\times10^{-2}\ \mathrm{eV^{-1}\text{Å}^{-3}}$. With $4\pi e^2/k_F^2=3.526734\times10^{-34}\ \mathrm{erg\,cm^3}$, $\epsilon=1+(3.526734\times10^{-34})(6.86233\times10^{33})=3.4202$. The digits serve the comparison of mesh and closed form within this model.

The meshes have $h=1.1k_F/n$. The tetrahedron sum $I$ in $k_F^3/E_F$ gives $L_{\rm mesh}=I/\pi$, and errors are relative to the Lindhard $\chi_0$.

| $n$ | $I$ | $L_{\rm mesh}$ | error | predicted |
|---|---|---|---|---|
| 8 | 2.846321 | 0.906012 | $-6.54\times10^{-3}$ | $-5.71\times10^{-3}$ |
| 16 | 2.860772 | 0.910612 | $-1.50\times10^{-3}$ | $-1.42\times10^{-3}$ |
| 32 | 2.864009 | 0.911642 | $-3.70\times10^{-4}$ | $-3.56\times10^{-4}$ |

The finest mesh gives $\chi_0=-6.8598\times10^{33}\ \mathrm{erg^{-1}cm^{-3}}$ and $\epsilon=3.4193$, although the plane $D=0$ cuts through the Fermi sea and no broadening is used. The error falls by about four for each halving of $h$. The occupied volume at $n=32$ is in error by $-8.84\times10^{-4}$ relative to the sphere, against a predicted $-8.86\times10^{-4}$.

At $q=k_F$ the error in $\chi_0$ is larger in size than the prediction on all three meshes, by a fraction that shrinks with $h$. At $q=3k_F$, where $D>0$ throughout the sphere and $L=0.164700$, the mesh with $n=16$ has error $-3.85\times10^{-3}$, equal to the prediction at the digits printed. The prediction rests on uniform sampling of the $u_i$, and the remaining deviation at $q=k_F$ is not analysed here. The numerical check asserts only that, for $n\ge16$, the errors lie within 40% of the prediction for $\chi_0$ and within 10% for the volume, and that the finest mesh at $q=k_F$ has an error below $10^{-3}$.

For a curved band $D$ is itself interpolated. Formula (4) remains exact for the interpolant, the error of the interpolant comes in addition, and for a mesh face lying in $D=0$ inside the occupied region the two tetrahedra that share it carry the logarithm of section 9, unless $D$ changes sign across the face with equal slopes on its two sides. Such terms can still cancel between faces. If $E_{-\mathbf k}=E_{\mathbf k}$ and the mesh maps onto itself under $\mathbf k\to-\mathbf k-\mathbf q$, that map turns $D$ into $-D$ and pairs each such face with an image of equal occupied area and opposite logarithm, so the sum stays finite when one common $\varepsilon$ is used for all tetrahedra. Without this symmetry no cancellation is assured.

## Values computed for the example and the checks

```
D_1 = -0.3 EF, Pi = -0.1600 EF^3, ln|D/EF| = -1.203973, term = 2.031704 1/EF
D_2 = 0.1 EF, Pi = 0.0160 EF^3, ln|D/EF| = -2.302585, term = -4.317347 1/EF
D_3 = 0.2 EF, Pi = -0.0150 EF^3, ln|D/EF| = -1.609438, term = 12.875503 1/EF
D_4 = 0.5 EF, Pi = 0.0960 EF^3, ln|D/EF| = -0.693147, term = -5.415212 1/EF
P<1/D> formula = 5.174648 1/EF; plane sections = 5.174648 1/EF
1/(mean D) = 8.000000 1/EF; g(0) = 1.687500 1/EF; -pi g(0) = -5.301438 1/EF
eps = 0.05 EF: cut average = 4.049648 1/EF, correction = -1.125000 1/EF
asymmetric cut c = 2: 4.0049 1/EF, shift -g(0) ln 2 = -1.1697 1/EF
D = (0,0,0.5,2) EF: <1/D> = 2.772589 1/EF
D = (0,0,0,2) EF, eps = 1e-02 EF: cut average = 5.71246 1/EF
D = (0,0,0,2) EF, eps = 1e-03 EF: cut average = 9.15285 1/EF
D = (0,0,0,2) EF, eps = 1e-04 EF: cut average = 12.60538 1/EF
shared face A = 0.5 kF^2, heights 2 and 0.5 kF, slopes 1,1 EF/kF: integral = 0.6931 kF^3/EF
slopes 1,2 EF/kF: eps 1e-5 EF 2.8498, eps 1e-6 EF 3.4255 kF^3/EF
D = 2+s(0,1,2,4) EF, s = 1e-01: |error| formula 2.4e-13, series 3.1e-06 1/EF
D = 2+s(0,1,2,4) EF, s = 1e-03: |error| formula 6.4e-07, series 5.8e-12 1/EF
D = 2+s(0,1,2,4) EF, s = 1e-05: |error| formula 1.7e-01, series 3.9e-16 1/EF
hbar = 1.054572e-27 erg s, m = 9.109384e-28 g, e = 4.803205e-10 esu
rs = 4.0, a0 = 5.291772e-09 cm, kF = 9.066709e+07 1/cm, EF = 5.018023e-12 erg
example P<1/D> = 1.031212e+12 1/erg
q direction: theta = 1.0 rad, phi = 0.5 rad, unit vector [0.7385 0.4034 0.5403]
m kF/(pi hbar)^2 = 7.524655e+33 1/(erg cm^3), 4 pi e^2/kF^2 = 3.526734e-34 erg cm^3
q = 1.0 kF: L = 0.911980, chi0 = -6.862332e+33 1/(erg cm^3), eps(q) = 3.420162
 n = 8, h = 0.13750 kF: integral = 2.846321 kF^3/EF, L_mesh = 0.906012
  chi0 = -6.81743e+33 1/(erg cm^3), eps(q) = 3.40433
  rel. error chi0 -6.54e-03 (pred. -5.71e-03), volume -1.40e-02 (pred. -1.41e-02)
 n = 16, h = 0.06875 kF: integral = 2.860772 kF^3/EF, L_mesh = 0.910612
  chi0 = -6.85204e+33 1/(erg cm^3), eps(q) = 3.41653
  rel. error chi0 -1.50e-03 (pred. -1.42e-03), volume -3.55e-03 (pred. -3.54e-03)
 n = 32, h = 0.03438 kF: integral = 2.864009 kF^3/EF, L_mesh = 0.911642
  chi0 = -6.85980e+33 1/(erg cm^3), eps(q) = 3.41927
  rel. error chi0 -3.70e-04 (pred. -3.56e-04), volume -8.84e-04 (pred. -8.86e-04)
 chi0(q = kF): exact -1.099467e-02, finest mesh -1.099060e-02 1/(eV A^3)
q = 3.0 kF: L = 0.164700, chi0 = -1.239314e+33 1/(erg cm^3), eps(q) = 1.048564
 n = 16, h = 0.06875 kF: integral = 0.515430 kF^3/EF, L_mesh = 0.164066
  chi0 = -1.23454e+33 1/(erg cm^3), eps(q) = 1.04838
  rel. error chi0 -3.85e-03 (pred. -3.85e-03), volume -3.55e-03 (pred. -3.54e-03)
```
